\section*{The Overall Barrier on the Müller-Brown Surface}

\section{The problem}

The standard Müller-Brown potential is a function of two coordinates,
\begin{equation}
V(x,y)=\sum_{k=1}^{4}A_k e^{q_k},\qquad
q_k=a_k\,\Delta x_k^2+b_k\,\Delta x_k\Delta y_k+c_k\,\Delta y_k^2,
\end{equation}
where $\Delta x_k=x-x_k$ and $\Delta y_k=y-y_k$. Its parameters are

\begin{center}
\begin{tabular}{crrrrrr}
$k$ & $A_k$ & $a_k$ & $b_k$ & $c_k$ & $x_k$ & $y_k$\\
1 & $-200$ & $-1$ & 0 & $-10$ & 1 & 0\\
2 & $-100$ & $-1$ & 0 & $-10$ & 0 & 0.5\\
3 & $-170$ & $-6.5$ & 11 & $-6.5$ & $-0.5$ & 1.5\\
4 & 15 & 0.7 & 0.6 & 0.7 & $-1$ & 1
\end{tabular}
\end{center}

Locate its three minima and two saddles numerically. Then find the overall barrier from the deepest minimum to the second-deepest one: the smallest climb above the starting energy that a connecting path can have at its highest point.

The surface is a mathematical test model for saddle searches. Its coordinates and energies are dimensionless, and no atomic or engineering unit belongs to them.

\section{A tempting solution}

A numerical search gives minima $M_1,M_2,M_3$ with energies $-146.70$, $-108.17$ and $-80.77$, and saddles $S_1,S_2$ with energies $-72.25$ and $-40.66$. The labels follow rising energy. Walking downhill from the saddles shows the route
\begin{equation}
M_1\to S_2\to M_3\to S_1\to M_2 .
\end{equation}
There are two climbs:
\begin{align}
V(S_2)-V(M_1)&=106.03,\\
V(S_1)-V(M_3)&=8.52 .
\end{align}
Both must be made, so the overall barrier seems to be their sum, $114.55$.

\section{Where it goes wrong}

The stationary points and the route are right. The addition is wrong, because it leaves out the descent between the climbs. After passing $S_2$, the path falls by $V(S_2)-V(M_3)=40.10$. At $S_1$ its height above the start is therefore
\begin{equation}
106.03-40.10+8.52=74.45,
\end{equation}
which is lower than it was at $S_2$. The path never needs to stand $114.55$ above $M_1$. A barrier is a greatest height, whereas the sum is the total distance climbed.

The correct solution must locate the points, show that none has been missed, and establish which saddle cannot be avoided.

\section{Locating the stationary points}

\subsection{Derivatives}

Write $t_k=A_ke^{q_k}$. Differentiating the exponent gives
\begin{align}
u_k&=\frac{\partial q_k}{\partial x}=2a_k\Delta x_k+b_k\Delta y_k,\\
v_k&=\frac{\partial q_k}{\partial y}=b_k\Delta x_k+2c_k\Delta y_k .
\end{align}
By the chain rule, $\partial t_k/\partial x=t_ku_k$ and $\partial t_k/\partial y=t_kv_k$, so
\begin{equation}
V_x=\sum_k t_ku_k,\qquad V_y=\sum_k t_kv_k .
\end{equation}
In the second derivatives the product rule acts on both $t_k$ and the linear factor. Since $\partial u_k/\partial x=2a_k$, $\partial u_k/\partial y=b_k$ and $\partial v_k/\partial y=2c_k$,
\begin{align}
V_{xx}&=\sum_k t_k(u_k^2+2a_k),\\
V_{xy}&=\sum_k t_k(u_kv_k+b_k),\\
V_{yy}&=\sum_k t_k(v_k^2+2c_k).
\end{align}

\subsection{Why Newton's method finds saddles}

Let $\mathbf g$ be the gradient and $H$ the matrix of second derivatives (the Hessian). To first order, a step $\mathbf s$ changes the gradient to $\mathbf g+H\mathbf s$. Setting this to zero gives Newton's step,
\begin{equation}
H\mathbf s=-\mathbf g .
\end{equation}
Close to a stationary point, let $\xi_i$ be the displacement from it along the $i$th eigenvector of $H$, with eigenvalue $\lambda_i$. Then $g_i\simeq\lambda_i\xi_i$ and $s_i=-g_i/\lambda_i\simeq-\xi_i$. The displacement is removed whatever the sign of $\lambda_i$. Steepest descent instead obeys $\dot\xi_i=-\lambda_i\xi_i$, so a displacement along a direction of negative $\lambda_i$ grows and the search leaves the saddle.

\subsection{One search in full}

Start at $(-0.8,0.6)$. The displacements $(\Delta x_k,\Delta y_k)$ from the four centres are $(-1.8,0.6)$, $(-0.8,0.1)$, $(-0.3,-0.9)$ and $(0.2,-0.4)$. The third exponent, for example, is
\begin{equation}
q_3=-6.5(0.09)+11(0.27)-6.5(0.81)=-2.88 .
\end{equation}
Treating the other terms in the same way gives

\begin{center}
\begin{tabular}{crrrr}
$k$ & $q_k$ & $t_k$ & $u_k$ & $v_k$\\
1 & $-6.840$ & $-0.21402$ & 3.60 & $-12.00$\\
2 & $-0.740$ & $-47.71139$ & 1.60 & $-2.00$\\
3 & $-2.880$ & $-9.54291$ & $-6.00$ & 8.40\\
4 & 0.092 & 16.44547 & 0.04 & $-0.44$
\end{tabular}
\end{center}

The sum of the $t_k$ is $V=-41.023$. The gradient components are
\begin{align}
V_x&=-0.770-76.338+57.257+0.658=-19.193,\\
V_y&=2.568+95.423-80.160-7.236=10.595,
\end{align}
and the second derivatives are
\begin{align}
V_{xx}&=-2.35-26.72-219.49+23.05=-225.50,\\
V_{xy}&=9.25+152.68+375.99+9.58=547.49,\\
V_{yy}&=-26.54+763.38-549.29+26.21=213.76 .
\end{align}
The determinant of $H$ is
\begin{equation}
D=(-225.50)(213.76)-(547.49)^2\simeq-3.4795\times10^5 .
\end{equation}
It is the product of the eigenvalues, so these already have opposite signs. Inverting the $2\times2$ matrix gives
\begin{align}
s_x&=\frac{-V_{yy}V_x+V_{xy}V_y}{D}
=\frac{4103+5800}{-3.4795\times10^5}=-0.02846,\\
s_y&=\frac{V_{xy}V_x-V_{xx}V_y}{D}
=\frac{-10508+2389}{-3.4795\times10^5}=0.02333 .
\end{align}
The new point is $(-0.82846,0.62333)$. Repeating the step gives

\begin{center}
\begin{tabular}{cccc}
Iteration & $x$ & $y$ & $|\mathbf g|$\\
0 & $-0.800000$ & 0.600000 & $2.2\times10^{1}$\\
1 & $-0.828462$ & 0.623334 & $4.0$\\
2 & $-0.821987$ & 0.624303 & $1.3\times10^{-2}$\\
3 & $-0.822002$ & 0.624313 & $6.7\times10^{-7}$
\end{tabular}
\end{center}

\subsection{All the points found}

The search was repeated from 672 starts spaced by $0.1$ over $-1.5\le x\le1.2$ and $-0.3\le y\le2.0$. Of these, 295 converged, and they reached five distinct points. The other 377 were abandoned, either when a step carried them more than $3.2$ from the point $(-1,1)$ or when 60 steps passed without convergence; Newton's method is reliable near a root, not from everywhere. Some starts are so sensitive that rounding decides their fate, so these two counts can shift slightly when the arithmetic is arranged differently.

Near a stationary point with energy $V_*$,
\begin{equation}
V\simeq V_*+\tfrac12\lambda_1\xi_1^2+\tfrac12\lambda_2\xi_2^2 .
\end{equation}
Two positive eigenvalues therefore mean a minimum, and one of each sign means a first-order saddle.

\begin{center}
\begin{tabular}{crrrrr}
Point & $x$ & $y$ & $V$ & $\lambda_1$ & $\lambda_2$\\
$M_1$ & $-0.5582$ & 1.4417 & $-146.700$ & 411 & 4068\\
$M_2$ & 0.6235 & 0.0280 & $-108.167$ & 544 & 3005\\
$M_3$ & $-0.0500$ & 0.4667 & $-80.768$ & 221 & 1479\\
$S_1$ & 0.2125 & 0.2930 & $-72.249$ & $-735$ & 511\\
$S_2$ & $-0.8220$ & 0.6243 & $-40.665$ & $-751$ & 490
\end{tabular}
\end{center}

\section{Has a point been missed?}

A missed saddle could open a lower route, so a finite set of starts is not enough. The plane can be divided into a far region, treated by an inequality, and a near region, searched by bounds.

\subsection{The far region}

For each of the three negative terms, put $w=-q_k\ge0$. This is a quadratic form with a symmetric matrix whose larger eigenvalue is $\Lambda_k$: $10$, $10$ and $12$ for $k=1,2,3$. With $\mathbf z=(\Delta x_k,\Delta y_k)$ and $w=\mathbf z^{T}Q\mathbf z$,
\begin{equation}
|\nabla q_k|^2=4\,\mathbf z^{T}Q^2\mathbf z\le4\Lambda_k w .
\end{equation}
Hence $|\nabla t_k|\le2|A_k|\sqrt{\Lambda_k w}\,e^{-w}$. The derivative of $\sqrt w\,e^{-w}$ vanishes when $1/(2\sqrt w)=\sqrt w$, that is at $w=1/2$. Inserting this value,
\begin{equation}
|\nabla t_k|\le|A_k|\sqrt{2\Lambda_k/e}.
\end{equation}
The three bounds are $542.5$, $271.2$ and $505.1$, with sum $1318.9$.

The fourth term pushes the other way. Let $r$ be the distance from its centre $(-1,1)$. Its exponent is homogeneous of degree two, so $r\,\partial q_4/\partial r=2q_4$. The smaller eigenvalue of its matrix is $\mu=0.4$, so $q_4\ge\mu r^2$. Because $q\,e^{q}$ rises with $q$ for $q\geq 0$,
\begin{equation}
\frac{\partial t_4}{\partial r}=\frac{2A_4q_4e^{q_4}}{r}
\ge2A_4\mu r e^{\mu r^2}.
\end{equation}
At $r=3.2$ the right side is $2307.8$, and it increases with $r$. The outward slope of $V$ is thus positive for all $r\ge3.2$, and no stationary point lies there.

\subsection{The near region}

Cover the remaining disc with squares of half-width $h$. Within a square, $q_k$ differs from its central value by at most
\begin{equation}
(|u_k|+|v_k|)h+(|a_k|+|b_k|+|c_k|)h^2,
\end{equation}
with $u_k,v_k$ taken at the centre. The factors $u_k$ and $v_k$ change by at most $(2|a_k|+|b_k|)h$ and $(|b_k|+2|c_k|)h$. These limits enclose $V_x$ and $V_y$ over the whole square. If either enclosure excludes zero, the square holds no stationary point and is discarded. Otherwise it is divided into four.

When $h$ had been reduced from $0.05$ to $1.2\times10^{-5}$, the surviving squares formed five clusters, one around each point in the table. Each cluster fits in a square of half-width at most $1.3\times10^{-4}$.

It remains to exclude two roots in one cluster. If the gradient vanished at two points separated by $\mathbf d$, the mean-value theorem applied to each component would give $\tilde H\mathbf d=0$, where each row of $\tilde H$ is a row of the Hessian at some point between them. Bounds on the entries over each enclosing square show that $\det\tilde H$ cannot vanish, so $\mathbf d=0$. The count is therefore five. The bounds were evaluated in ordinary floating-point arithmetic without directed rounding, so this is a strong numerical verification, not a formal computer proof.

\section{The overall barrier}

\subsection{Which saddle cannot be avoided}

Steepest-descent curves obey $\dot{\mathbf r}=-\nabla V$, so $dV/dt=-|\nabla V|^2\le0$. Starting them on the two sides of each saddle, along the eigenvector of negative curvature, gives these connections: $S_1$ leads to $M_2$ and $M_3$, while $S_2$ leads to $M_1$ and $M_3$.

Now imagine water filling every region with $V\le E$, and raise $E$. Since $V$ grows without limit far away, each pool is bounded. As $E$ rises, the connections between pools can change only at the energy of a stationary point: elsewhere the gradient is nonzero, and the shoreline moves without a change of connection. A minimum starts a pool. A first-order saddle can join the two pools on its descending sides.

The pools of $M_2$ and $M_3$ join at $V(S_1)=-72.25$. The pool of $M_1$ remains separate, because no other saddle lies below $S_2$. It joins the others at $V(S_2)=-40.66$. Every path from $M_1$ to $M_2$ must therefore reach at least that energy. The descent curves through $S_2$, $M_3$ and $S_1$ form a path that rises no higher, so the lower limit is attained:
\begin{equation}
B_{1\to2}=V(S_2)-V(M_1)=-40.665+146.700=106.03 .
\end{equation}

A separate check used energies alone. On a lattice covering $-1.6\le x\le1.3$ and $-0.5\le y\le2.1$, with moves to all eight neighbours, the pools of $M_1$ and $M_2$ joined at $-40.671$ for spacing $0.01$ and at $-40.667$ for spacing $0.005$. The saddle energy is $-40.665$. The lattice values can lie slightly below it because a move between two nodes may cross the ridge without sampling its top.

\subsection{The return journey}

The forward result equals the largest single climb, which suggests another shortcut. The return journey shows that it is unsafe. From $M_2$ the climbs are
\begin{align}
M_2\to M_3:&\quad V(S_1)-V(M_2)=35.92,\\
M_3\to M_1:&\quad V(S_2)-V(M_3)=40.10 .
\end{align}
The overall barrier is neither the larger climb nor their sum, $76.02$. It is
\begin{equation}
B_{2\to1}=V(S_2)-V(M_2)=-40.665+108.167=67.50 .
\end{equation}
To see what the largest-climb rule omits, insert $V(M_3)$:
\begin{equation}
B_{2\to1}=[V(S_2)-V(M_3)]+[V(M_3)-V(M_2)]=40.10+27.40 .
\end{equation}
The second climb begins $27.40$ above the start, and that height has not been given back. In the forward direction the highest saddle is reached directly from the starting minimum, so there is no such term.

For a chain of minima, the barrier is the highest saddle energy minus the starting energy. If several routes exist, one first finds the highest saddle on each route and then chooses the route for which it is lowest.

\section{Use for atomic migration}

The same rule applies to an atom migrating through a solid, once the minima and saddles of the energy surface are known. There the energy depends on the positions of many atoms, and the completeness argument used here does not carry over to such a surface.

The numbers above describe no material, but the ratios of the barriers survive a change of energy scale. If $V$ is replaced by $\alpha V+\beta$ with $\alpha>0$, the stationary points stay in place and every barrier is multiplied by $\alpha$. Choosing $\alpha$ so that the forward barrier is $1$ eV, purely as an illustration, makes the return barrier $0.64$ eV; the largest-climb rule would give $0.38$ eV.

These are differences of potential energy. A migration rate also depends on temperature, vibrations and entropy, and for light atoms zero-point motion and tunnelling can matter. None of these is contained in $B$. The full set of computed values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
All coordinates and energies: dimensionless model units
k      A      a      b      c     x_k    y_k
1  -200.0   -1.0    0.0  -10.0    1.0    0.0
2  -100.0   -1.0    0.0  -10.0    0.0    0.5
3  -170.0   -6.5   11.0   -6.5   -0.5    1.5
4    15.0    0.7    0.6    0.7   -1.0    1.0
Worked Newton start (x, y): -0.8, 0.6
Exponents q_k there: -6.84000 -0.74000 -2.88000 0.09200
Energy terms there: -0.21402 -47.71139 -9.54291 16.44547
Energy there: -41.02285
Gradient there: -19.1934, 10.5946
Hessian xx, xy, yy there: -225.501, 547.491, 213.761
First Newton step: -0.028462, 0.023334
Iteration, x, y, gradient length:
0  -0.80000000  0.60000000  2.19e+01
1  -0.82846174  0.62333423  4.01e+00
2  -0.82198703  0.62430323  1.30e-02
3  -0.82200156  0.62431280  6.71e-07
4  -0.82200156  0.62431280  9.27e-14
5  -0.82200156  0.62431280  3.74e-14
Newton starts: 672; reaching a root: 295
Point, x, y, V, two Hessian eigenvalues, number of starts:
M1 -0.558224  1.441726  -146.69952    410.53   4068.20   71
M2  0.623499  0.028038  -108.16672    543.84   3005.40   47
M3 -0.050011  0.466694   -80.76782    221.04   1479.20   55
S1  0.212487  0.292988   -72.24894   -735.25    510.89   40
S2 -0.822002  0.624313   -40.66484   -750.86    490.24   82
Exclusion radius about fourth centre: 3.2
Decay eigenvalues of wells: 10.0 10.0 12.0
Smaller growth eigenvalue, fourth term: 0.4
Slope bounds of wells: 542.5 271.2 505.1
Sum of bounds: 1318.9; least outward slope: 2307.8
Final box half-width: 1.22e-05; largest cluster half-width: 1.22e-04
Descent from S1 ends at: M2 and M3
Descent from S2 ends at: M1 and M3
Step barrier M1 to M3 over S2: 106.0347
Step barrier M3 to M2 over S1: 8.5189
Overall barrier M1 to M2: 106.0347
Wrong sum of forward steps: 114.5536
Step barrier M2 to M3 over S1: 35.9178
Step barrier M3 to M1 over S2: 40.1030
Overall barrier M2 to M1: 67.5019
Wrong sum of reverse steps: 76.0208
Energy of M3 above M2: 27.3989
Flood, mesh 0.010: M1-M2 join -40.6707, M3-M2 join -72.2574
Flood, mesh 0.005: M1-M2 join -40.6671, M3-M2 join -72.2519
Mesh shift of M1-M2 level: 0.0036
\end{verbatim}
